# Electrocaloric Temperature Change from a Landau Energy

**Q.** A field polarizes a ferroelectric, and you say that the material warms even without resistive losses. Before I accept any formula, which energy are you using?

**A.** I take a uniform, single-domain material, thermally isolated and free of external stress, so that it does no mechanical work. Its free energy per volume is

$$F(T,P)=F_{\rm lat}(T)+\tfrac12a_0(T-T_0)P^2+g(P).$$

Here $P$ is the polarization along the field, $a_0>0$, and $T_0$ is the temperature at which the quadratic coefficient changes sign. The function $g$ holds the fourth and higher even powers of $P$, with coefficients independent of temperature. The lattice term $F_{\rm lat}$ depends on temperature too, of course. The assumption is that the *polar* part depends on it through $a_0(T-T_0)P^2/2$ alone.

The field $E$ is the macroscopic field inside the material. The energy $\varepsilon_0E^2/2$ of the field itself is left out: it has no temperature dependence and carries no entropy. With this convention a reversible change obeys

$$dF=-S\,dT+E\,dP,\qquad E=\frac{\partial F}{\partial P}=a_0(T-T_0)P+g'(P).$$

**Q.** You will now differentiate with respect to temperature to get the entropy. But $P$ changes with temperature, so $g(P)$ changes as well. Does it not contribute?

**A.** Its change is cancelled by the other terms, because $P$ is at equilibrium. At given $T$ and $E$, the material minimizes $F-EP$ over $P$. Call the minimum $\Phi(T,E)$; the entropy is $S=-(\partial\Phi/\partial T)_E$. Differentiating through both routes gives

$$\left(\frac{\partial\Phi}{\partial T}\right)_E=\frac{\partial F}{\partial T}+\left(\frac{\partial F}{\partial P}-E\right)\left(\frac{\partial P}{\partial T}\right)_E .$$

The bracket is zero at the minimum, so the motion of $P$ drops out. What remains is the derivative at fixed $P$, in which $g$ is a constant:

$$S=S_{\rm lat}(T)-\tfrac12a_0P^2,\qquad S_{\rm lat}=-\frac{dF_{\rm lat}}{dT}.$$

The function $g$ still matters, because it helps to decide how large $P$ becomes at a given field. It has no separate entropy. The minus sign says that a polarized state is more ordered than an unpolarized one at the same temperature.

**Q.** Less entropy sounds like cooling. Why should the sample warm?

**A.** Because its total entropy cannot fall when no heat leaves it. In a reversible adiabatic change from state 1 to state 2 the total stays fixed, so the lattice takes up what the polarization gives away:

$$S_{\rm lat}(T_2)-S_{\rm lat}(T_1)=\tfrac12a_0\left(P_2^2-P_1^2\right).$$

The lattice heat capacity per volume is $C=T\,dS_{\rm lat}/dT$. Hence

$$\int_{T_1}^{T_2}\frac{C}{T}\,dT=\tfrac12a_0\,\Delta(P^2),\qquad \Delta(P^2)=P_2^2-P_1^2 .$$

If $C/T$ hardly changes over the interval, the left side is $C\,\Delta T/T_1$ to leading order, with $\Delta T=T_2-T_1$. Multiplying by $T_1/C$ gives

$$\boxed{\Delta T\simeq\frac{a_0T_1\,\Delta(P^2)}{2C}}$$

A larger $|P|$ warms the sample, a smaller one cools it.

**Q.** How small is small?

**A.** Take $C$ constant, so that the integral is $C\ln(T_2/T_1)$. With $x=a_0\Delta(P^2)/(2C)$ we have $T_2=T_1e^x$, and

$$\Delta T=T_1(e^x-1)=T_1x\left(1+\frac x2+\frac{x^2}{6}+\dots\right).$$

The boxed formula is the term $T_1x$. It falls short of a heating by the fraction $x/2\simeq\Delta T/(2T_1)$, to leading order. For a cooling $x$ is negative, and the formula overstates the size of the change by about the same fraction.

**Q.** I distrust entropy bookkeeping. Energy has to come from somewhere. Can you get the same heating from the first law?

**A.** Yes. The internal energy is $U=F+TS$. Inserting both expressions,

$$U=F_{\rm lat}+TS_{\rm lat}+\tfrac12a_0(T-T_0)P^2-\tfrac12a_0TP^2+g(P).$$

The two terms in $TP^2$ cancel. With $U_{\rm lat}=F_{\rm lat}+TS_{\rm lat}$,

$$U=U_{\rm lat}(T)-\tfrac12a_0T_0P^2+g(P).$$

Also $dU_{\rm lat}/dT=-S_{\rm lat}+S_{\rm lat}+T\,dS_{\rm lat}/dT=C$. For an isolated sample in a slowly changing field, $dU=E\,dP$, that is

$$C\,dT-a_0T_0P\,dP+g'\,dP=a_0(T-T_0)P\,dP+g'\,dP .$$

The terms in $g'$ cancel, and so do those in $T_0$. What is left is

$$C\,dT=a_0T\,P\,dP=\tfrac12a_0T\,d(P^2),$$

the differential form of the same law. It also answers your question about the source. Of the heat $a_0TP\,dP$, the part $a_0T_0P\,dP$ comes from the drop in the quadratic internal energy. The field supplies the part $a_0(T-T_0)P\,dP$, together with the work stored in $g$. Close to $T_0$, most of the heat is therefore released by the material itself. Below $T_0$ the field's part is negative, and the drop in the quadratic internal energy exceeds the heat.

**Q.** In the laboratory I would measure $P$ against $E$ at fixed temperature. May I put those values of $P$ into the formula?

**A.** Not without a correction. The formula needs $P$ at the two ends of the adiabatic path, and the sample is warmer at the far end. To see the difference, find the heat capacity at fixed field. Differentiate the equation of state with respect to $T$ at fixed $E$:

$$0=a_0P+F_{PP}\left(\frac{\partial P}{\partial T}\right)_E,\qquad F_{PP}=a_0(T-T_0)+g''(P).$$

So $(\partial P/\partial T)_E=-a_0P/F_{PP}$, and

$$C_E=T\left(\frac{\partial S}{\partial T}\right)_E=C-a_0TP\left(\frac{\partial P}{\partial T}\right)_E=C+\frac{a_0^2TP^2}{F_{PP}} .$$

In a stable state $F_{PP}>0$, so $C_E\ge C$. Now take a small adiabatic field step and treat $S$ as a function of $T$ and $E$:

$$0=dS=\frac{C_E}{T}\,dT-\tfrac12a_0\,[d(P^2)]_T .$$

Therefore

$$dT=\frac{a_0T}{2C_E}[d(P^2)]_T=\frac{a_0T}{2C}[d(P^2)]_S ,$$

where the subscripts mean fixed temperature and fixed entropy. The isothermal change of $P^2$ goes with $C_E$, the adiabatic change with $C$. Mixing the isothermal change with $C$ overstates a small step by the factor $C_E/C$. If the step starts from a state with $P\neq0$, that factor does not approach one as the step shrinks.

**Q.** Can the factor become large?

**A.** That depends on $g$. For $g=bP^4/4$ with $b>0$ and $T\ge T_0$,

$$\frac{a_0^2TP^2}{a_0(T-T_0)+3bP^2}\le\frac{a_0^2T}{3b},$$

because dropping the first, non-negative term of the denominator can only raise the fraction. The excess is then bounded. If the quartic coefficient is negative and a sixth power provides stability, $F_{PP}$ can vanish at a nonzero $P$. There $C_E$ diverges in this mean-field model, and isothermal data combined with $C$ become useless for small steps.

**Q.** Let us have numbers. What sets $a_0$?

**A.** The weak-field response above $T_0$. There $g'$ is negligible and $P=E/[a_0(T-T_0)]$. Writing $P=\varepsilon_0\chi E$ with the Curie–Weiss form $\chi=C_W/(T-T_0)$ gives $a_0=1/(\varepsilon_0C_W)$.

I choose round parameters in the regime of a barium strontium titanate ceramic just above its Curie temperature. They are rough typical values, not a fit to a sample: $C_W=10^5$ K, $T_0=280$ K, $T_1=300$ K, $C=3.0\times10^6$ J/(m³ K), and $g=bP^4/4$ with $b=2.0\times10^9$ J m⁵/C⁴. Then $a_0=1.129\times10^6$ J m/(C² K), and the weak-field susceptibility at 300 K is $10^5/20=5000$. The field rises from zero to $2\times10^7$ V/m, which is 0.2 MV/cm.

At the end of the path, temperature and polarization depend on each other. I find both from the first law: the field is raised in 400 equal steps, and in each step the new temperature is solved for so that the rise of $U$ equals the work, taken as the mean field times the change in $P$. The path starts at $P_1=0$ and ends at $P_2=0.1961$ C/m² (19.6 µC/cm²), with a heating of 2.180 K. The boxed formula with that $P_2$ gives

$$\Delta T\simeq\frac{(1.129\times10^6)(300)(0.1961)^2}{2(3.0\times10^6)}\ {\rm K}=2.17\ {\rm K}.$$

Before rounding it is 2.172 K, which is 0.36% below the first-law value. The expected shortfall is $2.17/600$, also 0.36%.

**Q.** And with the isothermal polarization?

**A.** At 300 K and full field the equation of state gives $P=0.1980$ C/m². Combined with $C$, this yields 2.214 K, or 1.6% above the first-law heating. The heat capacity at fixed field there is $3.06\times10^6$ J/(m³ K), about 2% above $C$.

A small step shows the effect without the expansion error. I start at 300 K with half the full field applied, and raise the field by 0.5% of its full value. Isothermal $\Delta(P^2)$ with $C$ then overstates the first-law heating by 1.8%, although the temperature has barely moved.

**Q.** If I remove the field instead, do I get the same 2.180 K as cooling?

**A.** You do if you start from the warmed state, since the path is reversible: it leads back to 300 K. If the sample first gives off its heat and returns to 300 K at full field, it starts from a different state. Its initial polarization is then 0.1980 C/m², so here the isothermal value at 300 K is the correct one. The formula gives $-2.214$ K and the first-law steps give $-2.206$ K. The formula now overstates the size of the change, as the expansion predicted for negative $x$.

**Q.** All this starts from $P=0$. What if the material is already ferroelectric?

**A.** Then $P_1$ is the spontaneous polarization, and its square must be subtracted. As an example I keep $a_0$, $b$, $C$ and the field, start at 260 K, and add a sixth-power term $cP^6/6$ with $c=2.0\times10^{10}$ J m⁹/C⁶. Setting $E=0$ in the equation of state gives $P_1=0.1012$ C/m². The first-law steps, with the field along $P_1$, end at $P_2=0.2045$ C/m². Thus

$$\Delta(P^2)=0.04182-0.01025=0.0316\ {\rm C^2/m^4},$$

and the formula gives 1.546 K against 1.550 K from the first law. The final polarization is larger than in the warm case, yet the heating is smaller, because part of the order was there from the start and $T_1$ is lower. The term in $c$ enters through the two values of $P$ and nowhere else.

With several domains, $P^2$ must be read as the average of the local square, if the walls contribute little. Domains of opposite sign may have zero mean polarization and still carry the full $P^2$. Aligning them changes the mean a great deal, but the entropy hardly at all.

**Q.** How does the heating grow with field?

**A.** There are three simple cases, each to leading order with $g=bP^4/4$. Above $T_0$, in a field weak enough that $bP^2\ll a_0(T-T_0)$, the linear response gives

$$\Delta T\simeq\frac{a_0T}{2C}\,\frac{E^2}{a_0^2(T-T_0)^2}=\frac{TE^2}{2Ca_0(T-T_0)^2},$$

which is quadratic in the field. In a field strong enough that $bP^2\gg a_0|T-T_0|$ along the warmed end of the path, $E\simeq bP^3$. If $P_1=0$, then

$$\Delta T\simeq\frac{a_0T}{2C}\left(\frac Eb\right)^{2/3}.$$

Each further increase of the field then brings less. Below $T_0$, a weak field along the spontaneous $P_1$ gives $\Delta(P^2)\simeq2P_1\Delta P$, so the heating starts linearly in the field.

The example lies between the first two cases: at full field $bP_2^2=7.7\times10^7$ J m/C², compared with $a_0(T_1-T_0)=2.3\times10^7$ in the same unit.

**Q.** Suppose I simply switch the field on. The end field is the same. Is the heating?

**A.** No. The polarization then grows while the full field $E_2$ is already present, so the source does the work $E_2P_2$ instead of $\int E\,dP$. Along the slow path $E$ rises with $P$, which makes the second quantity smaller. If the sample settles at $E_2$ and all the surplus stays in it as heat, energy conservation reads

$$C\,\Delta T-\tfrac12a_0T_0P_2^2+\tfrac14bP_2^4=E_2P_2 .$$

I solve this by root search together with the equation of state at $T_1+\Delta T$. The result is 3.07 K, compared with 2.18 K for the slow ramp between the same fields. The difference comes from dissipation, less a small offset because the hotter sample ends with a slightly smaller $P$. In terms of entropy,

$$C\ln\frac{T_2}{T_1}=\tfrac12a_0\Delta(P^2)+S_{\rm prod},\qquad S_{\rm prod}\ge0,$$

where $S_{\rm prod}$ is the entropy produced per volume. The same term appears when a ferroelectric jumps between branches at fixed field. The boxed formula leaves it out, and this is why reversibility is a condition and not a detail.

**Q.** Your premise worries me more. Why should $b$ be independent of temperature?

**A.** In a real material it need not be. If $b$ changes at the rate $b'=db/dT$, differentiation at fixed $P$ gives another term in the entropy:

$$S=S_{\rm lat}-\tfrac12a_0P^2-\tfrac14b'P^4 .$$

Compared with the term in $a_0$, the new one has the relative size $b'P^2/(2a_0)$. Suppose that $b$ rises by 0.5% of its 300 K value per kelvin, so $b'=10^7$ J m⁵/(C⁴ K). At $P_2$ the ratio is

$$\frac{10^7\times(0.1961)^2}{2\times1.129\times10^6}=0.17 .$$

Solving the entropy balance with the drifting $b$ also in the equation of state gives 2.52 K, 16% above the 2.18 K for constant $b$. A falling $b$ would act in the opposite direction. The drift used here is an assumed size, so the shift measures sensitivity and is no prediction for a given ceramic.

**Q.** A device also has electrodes, and heat leaks out. What survives in a real capacitor?

**A.** Consider a multilayer capacitor with 40 µm ceramic layers, one 2 µm electrode per layer, and an electrode heat capacity of $4.0\times10^6$ J/(m³ K). The electrodes polarize nothing but share the heat. Per volume of ceramic, the heat capacity becomes

$$3.0\times10^6+\frac{2}{40}(4.0\times10^6)=3.2\times10^6\ {\rm J/(m^3\,K)},$$

and solving the entropy balance again gives 2.05 K, a loss of 6%.

For the leak, take a stack of thickness $L=2$ mm, a thermal conductivity of 3 W/(m K) and a ramp of $t=1$ ms. The diffusivity is $D=3/(3.0\times10^6)=10^{-6}$ m²/s. Heat spreads across one layer in about $(40\ \mu{\rm m})^2/(\pi^2D)=0.16$ ms, so the electrodes can follow the ramp. For a pessimistic estimate of the loss through the top and bottom of the stack, release all the heat at the start and hold these two faces at the starting temperature. At early times each face passes the flux $C\,\Delta T\sqrt{D/(\pi t)}$. Integration over time gives $2C\,\Delta T\sqrt{Dt/\pi}$ per face. Two faces, divided by the stored heat $CL\,\Delta T$, lose the fraction

$$\frac{4}{L}\sqrt{\frac{Dt}{\pi}}=3.6\%.$$

This counts two faces only, so it holds for a stack much wider than it is thick. A small chip also loses heat through its four side faces, and the metal electrodes speed up conduction along the layers. With electrodes of 70 to 90 W/(m K) and all six faces held at the starting temperature, the same estimate gives about 7.5% for a width of 5 mm, and from about 5.5% to 10.5% for widths from 10 mm down to 3 mm.

**Q.** And electrical losses, or breakdown?

**A.** For a loss tangent of 0.01, I estimate the heat as a quarter of a linear dielectric's loss per cycle, $(\pi/2)\tan\delta$ times the reversible work $\int E\,dP$ at 300 K. This adds about 0.006 K. Leakage through a resistivity $\rho=10^{10}$ Ω m, with full field throughout the ramp, adds $E^2t/(\rho C)\approx10^{-5}$ K. Replacing the constant $C$ by a Debye curve with a Debye temperature of 500 K, scaled to the same value at 300 K, lowers the heating by 0.002 K. The field is 0.4 of an assumed breakdown field of 0.5 MV/cm, a rough figure that depends on thickness, porosity and electrode edges.

As a description of real barium strontium titanate, the model is idealized. Its Curie constant and heat capacity have the right rough size, and composition can place the Curie temperature near room temperature. A real ceramic also has grain boundaries of low permittivity and local variations of composition, which can reduce and smear the polar response. The formula shows what is at stake: at fixed $T_1$ and $C$, starting from $P_1=0$, a final polarization 10% lower reduces the heating by 19%. Apart from such a loss of polarization, the assumed drift of $b$ moves the slow-ramp result most among the effects sized here. The electrodes come next for a wide stack; for a chip a few millimetres wide, the heat lost through its surfaces can be as large. The 2.2 K is therefore the answer of this model for these parameters, and a real part needs its own measured polarization and heat capacity.

Numbers in the example were calculated in double precision.
